# Thermodynamic factor of adatoms repelling as the inverse cube of distance

## Result and conventions

Consider identical adatoms on a flat, laterally uniform surface at temperature $T$. They behave classically, and two of them at distance $r$ have the energy

$$u(r)=\frac{A}{r^3},\qquad A>0 .\tag{1}$$

Let $n$ be the number of adatoms per unit area, $\mu$ their chemical potential, $k$ Boltzmann's constant, and $a=A/kT$. The quantity $a$ is a volume, so $a^{1/3}$ is a length: the distance at which the pair energy equals $kT$. The thermodynamic factor is

$$\Theta=\left(\frac{\partial(\mu/kT)}{\partial\ln n}\right)_T .\tag{2}$$

It equals 1 for an ideal gas. For the energy (1), at low density,

$$\Theta=1+\pi\,\Gamma(1/3)\left(\frac{A}{kT}\right)^{2/3}n+O(n^2),\qquad \pi\,\Gamma(1/3)=8.416 .\tag{3}$$

The expansion parameter is $na^{2/3}$, which must be small. If each adatom also moves with a constant friction of its own, the collective diffusion coefficient rises by the same factor to this order, as shown below.

## From the partition function to the density expansion

Let $V$ be the area of the surface and $z=e^{\mu/kT}/\lambda^2$ the activity, where $\lambda$ is the thermal wavelength. The grand partition function is

$$\Xi=\sum_N\frac{z^N}{N!}Z_N,\qquad Z_N=\int e^{-U/kT}\,d^2r_1\cdots d^2r_N,\tag{4}$$

where $U$ is the sum of the pair energies. Define $f(r)=e^{-u(r)/kT}-1$, so that each pair contributes a factor $1+f$ to the integrand, and let

$$F=\int f(r)\,d^2r,\qquad G=\iint f_{12}f_{13}f_{23}\,d^2r_2\,d^2r_3 .\tag{5}$$

Multiplying out the factors gives, for a large area,

$$Z_1=V,\qquad Z_2=V^2+VF,\qquad Z_3=V^3+3V^2F+3VF^2+VG .\tag{6}$$

In $Z_3$ the three terms with one $f$ give $V^2F$ each, the three with two give $VF^2$ each, and the term with three gives $VG$. Expanding the logarithm,

$$\ln\Xi=zV+\frac{z^2}{2}(Z_2-V^2)+\frac{z^3}{6}(Z_3-3VZ_2+2V^3)+\dots,$$

and inserting (6), the powers $V^2$ and $V^3$ cancel:

$$\frac{\ln\Xi}{V}=z+\frac F2z^2+\left(\frac{F^2}{2}+\frac G6\right)z^3+\dots\tag{7}$$

The mean number of adatoms is $\langle N\rangle=z\,\partial\ln\Xi/\partial z$, hence

$$n=z+Fz^2+\left(\frac{3F^2}{2}+\frac G2\right)z^3+\dots\tag{8}$$

To invert this, write $z=n-Fn^2+cn^3$. The terms in $n^3$ on the right of (8) are $c-2F^2+\tfrac32F^2+\tfrac12G$. They must vanish, so $c=\tfrac12F^2-\tfrac12G$. Then

$$\ln z=\ln n+\ln(1-Fn+cn^2)=\ln n-Fn+\left(c-\frac{F^2}{2}\right)n^2+\dots=\ln n-Fn-\frac G2n^2+\dots$$

At fixed temperature $\mu/kT$ differs from $\ln z$ by a constant. Applying $n\,\partial/\partial n$ gives

$$\Theta=1-Fn-Gn^2+\dots=1+2B_2n+3B_3n^2+\dots,\tag{9}$$

with the virial coefficients $B_2=-F/2$ and $B_3=-G/3$.

The same factor measures number fluctuations. A further derivative of $\ln\Xi$ gives $\mathrm{Var}\,N=z\,\partial\langle N\rangle/\partial z$. Dividing by $\langle N\rangle$ yields $\partial\ln n/\partial\ln z=\mathrm{Var}\,N/\langle N\rangle$, and therefore

$$\Theta=\frac{\langle N\rangle}{\mathrm{Var}\,N}.\tag{10}$$

Repulsion makes it costly to crowd adatoms into a region, so the fluctuations shrink and $\Theta$ exceeds 1.

## The integral

Since $d^2r=2\pi r\,dr$ after the angular integration,

$$2B_2=2\pi\int_0^\infty r\left(1-e^{-a/r^3}\right)dr .\tag{11}$$

At small $r$ the bracket tends to 1 and the integrand behaves as $r$. At large $r$ the bracket tends to $a/r^3$ and the integrand behaves as $a/r^2$. The integral converges at both ends.

Expanding the exponential to first order in $a$ before integrating would give $2\pi a\int dr/r^2$, which diverges at small $r$. However weak the repulsion, there are distances at which it exceeds $kT$, and there the expansion fails. This is why the slope is not proportional to $A$.

Integrate (11) by parts, with $r\,dr=d(r^2/2)$:

$$2B_2=\pi\left[r^2\left(1-e^{-a/r^3}\right)\right]_0^\infty-\pi\int_0^\infty r^2\,\frac{d}{dr}\left(1-e^{-a/r^3}\right)dr .\tag{12}$$

The boundary term vanishes as $r^2$ at the origin and as $a/r$ at infinity. The derivative is $-(3a/r^4)e^{-a/r^3}$, so

$$2B_2=3\pi a\int_0^\infty\frac{e^{-a/r^3}}{r^2}\,dr .\tag{13}$$

Now put $t=a/r^3$. Then $dt=-(3a/r^4)\,dr$, which means $3a\,dr/r^2=-r^2\,dt$, and $r^2=(a/t)^{2/3}$. As $r$ runs from 0 to $\infty$, $t$ runs from $\infty$ to 0, and exchanging the limits removes the minus sign:

$$2B_2=\pi a^{2/3}\int_0^\infty t^{-2/3}e^{-t}\,dt=\pi\,\Gamma(1/3)\,a^{2/3}.\tag{14}$$

The last step is the definition of the gamma function, $\Gamma(s)=\int_0^\infty t^{s-1}e^{-t}dt$, at $s=1/3$. Equations (9) and (14) give (3).

## Meaning of the slope and neighbouring cases

Hard disks of diameter $\sigma$ have $f=-1$ for $r<\sigma$ and $f=0$ beyond, so that $2B_2=\pi\sigma^2$. The adatoms therefore have the same initial slope as hard disks of diameter

$$\sigma=\sqrt{\Gamma(1/3)}\;a^{1/3}=1.637\,a^{1/3}.\tag{15}$$

At this distance the pair energy is $a/\sigma^3=\Gamma(1/3)^{-3/2}=0.228$ in units of $kT$. The equivalent disk is thus larger than the region from which a neighbour is strongly excluded, because the weak outer repulsion also contributes. At fixed $A$ the disk shrinks on heating and the slope falls as $T^{-2/3}$.

The calculation extends to $u=A/r^m$. The boundary term at infinity is then $a\,r^{2-m}$, which vanishes if $m>2$. With $t=a/r^m$ the remaining integral is $\pi\int_0^\infty r^2e^{-t}dt$ with $r^2=(a/t)^{2/m}$, so

$$2B_2=\pi\,\Gamma\!\left(1-\frac2m\right)a^{2/m},\qquad m>2 .\tag{16}$$

For $m=3$ this is (14). If one writes $A=\epsilon R^m$ and lets $m\to\infty$ at fixed $\epsilon$ and $R$, then $a^{2/m}\to R^2$ and the hard-disk value $\pi R^2$ is recovered. As $m\to2$ the gamma function diverges: at $m=2$ the repulsion reaches so far that no linear term exists. The inverse cube lies on the convergent side, but its tail matters. The part of (11) from distances beyond $R\gg a^{1/3}$ is $2\pi a/R$, which falls off slowly with $R$.

In the opposite limit, $na^{2/3}\gg1$, the repulsion dominates and the adatoms settle near the arrangement of lowest energy. All distances in it scale as $n^{-1/2}$, so the energy per adatom is $CAn^{3/2}$ with a positive number $C$ fixed by the arrangement. The energy per area is $CAn^{5/2}$, its derivative is $\mu=\tfrac52CAn^{3/2}$, and

$$\Theta\simeq\frac{n}{kT}\frac{\partial\mu}{\partial n}=\frac{15}{4}\,C\left(na^{2/3}\right)^{3/2}.\tag{17}$$

Here $\Theta$ is proportional to $A$, in contrast with the dilute gas. The linear law (3) is the start of a curve that later steepens.

## How far the linear law reaches

For a repulsive energy, $-1\le f\le0$. The product of three such factors is not positive, so $G\le0$ and the term $-Gn^2$ in (9) raises $\Theta$. Moreover $|f_{23}|\le1$ gives $|G|\le F^2$, so $G$ is finite. Measuring lengths in $a^{1/3}$ shows that it scales as $a^{4/3}$. Numerical integration, in real space and through the Fourier transform of $f$, gives in both cases $B_3=4.839\,a^{4/3}$, hence

$$\Theta=1+8.416\,na^{2/3}+14.52\,\left(na^{2/3}\right)^2+\dots\tag{18}$$

The quadratic term reaches a tenth of the linear one at $na^{2/3}=0.1\times8.416/14.52=0.058$.

A many-particle simulation tests (18). It does not use the density expansion, except in a correction for the finite box. Adatoms were added one at a time at random places in a periodic square of side $L=24\,a^{1/3}$, in 200000 copies. The mean of $e^{-\Delta U/kT}$, with $\Delta U$ the energy of the new adatom, gives $Z_{N+1}/(L^2Z_N)$. After each addition the copies were redrawn in proportion to this weight. The resulting $Z_N$ determine $\Theta$ through (2).

Each adatom interacted with the nearest periodic image of every other, so the energy from outside a square of half-width $L/2$ was missing. There $f\simeq-a/r^3$, and by (9) the missing part of $\Theta$ is, to leading order,

$$n\int_{\rm outside}\frac{a}{r^3}\,d^2r=8na\int_0^{\pi/4}\frac{\cos\theta}{L/2}\,d\theta=\frac{8\sqrt2\,na}{L}.\tag{19}$$

This part is 0.0047 and 0.0094 at the two densities below, more than the quadratic term itself, so the comparison depends on including it. The sampling error (one standard deviation) is about 0.0002 at the lower density and 0.0004 at the higher. With the missing part added, the simulation gave $\Theta=1.0858$ at $na^{2/3}=0.01$ and $1.1736$ at $0.02$. The linear law gives 1.0842 and 1.1683; with the quadratic term the values are 1.0856 and 1.1741. The latter agree with the simulation to within 0.001.

## Collective diffusion

The collective diffusion coefficient $D_c$ relates the adatom flux to the density gradient, $j=-D_c\,\partial n/\partial x$. Finding it requires a law of motion. Let each adatom be overdamped, with a constant single-adatom diffusion coefficient $D_0$ and no coupling of frictions through the substrate. The probability density $P$ of all positions then obeys the Smoluchowski equation

$$\frac{\partial P}{\partial t}=D_0\sum_i\nabla_i\cdot\left[\nabla_iP+\frac{P}{kT}\nabla_iU\right].\tag{20}$$

Integrating over all positions but one removes the divergences with respect to the others. What remains is a continuity equation with the flux

$$\mathbf j(\mathbf r_1)=-D_0\left[\nabla_1n+\frac1{kT}\int\rho_2(\mathbf r_1,\mathbf r_2)\,\nabla_1u\,d^2r_2\right],\tag{21}$$

where $\rho_2$ is the pair density. To leading order in density a third adatom can be ignored in the equation for $\rho_2$, which is then (20) for two adatoms.

Take a weak gradient $g$, with $n=n_0+gx$ near the point of interest, and try

$$\rho_2=e^{-u/kT}\left[n_0^2+n_0g(x_1+x_2)\right].\tag{22}$$

Far apart this becomes $n(x_1)n(x_2)$ to first order in $g$, as it should. The derivative of the exponential cancels the force term, so the square bracket in (20) is $e^{-u/kT}n_0g\,\hat{\mathbf x}$ for each adatom. The sum of the two divergences is $n_0g(\partial_{x_1}+\partial_{x_2})e^{-u/kT}$. It vanishes because $u$ depends on the difference of positions alone. Hence (22) is stationary.

Evaluate (21) at $x_1=0$, with the second adatom at relative position $(x,y)$. There $\partial u/\partial x_1=-u'(r)\,x/r$. The $n_0^2$ term integrates to zero by symmetry, and the gradient term gives

$$\frac1{kT}\int\rho_2\frac{\partial u}{\partial x_1}d^2r_2=-\frac{n_0g}{kT}\int e^{-u/kT}u'\,\frac{x^2}{r}\,d^2r=-\pi n_0g\int_0^\infty r^2\,\frac{u'}{kT}e^{-u/kT}\,dr .$$

The factor $\pi$ is the angular integral of $\cos^2$. Since $(u'/kT)e^{-u/kT}$ is the derivative of $1-e^{-u/kT}$, integration by parts, with the vanishing boundary terms of (12), turns the right side into $+n_0g\,2\pi\int r(1-e^{-u/kT})dr=2B_2n_0g$. Therefore

$$j=-D_0\,g\,(1+2B_2n_0),\qquad D_c=D_0\left[1+\pi\Gamma(1/3)a^{2/3}n\right]+O(n^2).\tag{23}$$

An adatom has more neighbours on its dense side than on its dilute side, and their repulsion pushes it down the gradient.

If adatoms hop between sites instead, neighbours can also alter the hopping rates. $D_c$ then contains a further factor whose dependence on density may begin at first order, and (23) does not supply it.

## Worked example: dipolar adatoms on a metal

An adatom that gives up charge to a metal can be modelled as a charge $q$ at height $d$ above the image plane, with an image $-q$ at depth $d$. A second such adatom interacts with both, so

$$u(r)=\frac{q^2}{4\pi\varepsilon_0}\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right]\simeq\frac{2p^2}{4\pi\varepsilon_0\,r^3},\qquad p=qd,\quad r\gg d .\tag{24}$$

The expansion uses $(r^2+4d^2)^{-1/2}\simeq1/r-2d^2/r^3$. Take $p=0.1\ e\,$nm and $T=300$ K. Then

$$A=2\times1.440\times0.1^2=0.0288\ \text{eV nm}^3,\qquad a=\frac{0.0288}{0.02585}=1.114\ \text{nm}^3 ,$$

so $a^{2/3}=1.0746$ nm$^2$. The slope is $8.416\times1.0746=9.04$ nm$^2$, and direct quadrature of (11) gives the same value. The equivalent disk diameter is $\sigma=1.70$ nm.

At $n=0.01$ nm$^{-2}$, or $10^{12}$ cm$^{-2}$, the linear law gives $\Theta=1+0.0904=1.090$. The quadratic term raises this to 1.092, so the linear law misses about 2% of the rise. With $D_0=10^{-5}$ cm$^2$/s, a round value, (23) gives $D_c=1.09\times10^{-5}$ cm$^2$/s. The quadratic term reaches a tenth of the linear one at $n=0.054$ nm$^{-2}$.

At fixed $A$ the slope is 11.9 nm$^2$ at 200 K and 6.4 nm$^2$ at 500 K. These values describe the interaction factor alone; $D_0$ has its own temperature dependence.

On a triangular lattice of sites with spacing 0.26 nm this density is a coverage of $5.9\times10^{-4}$. Exclusion from an occupied site alone would raise $\Theta$ by about that amount. The long-range repulsion raises it some 150 times more.

**Comparison with real surfaces.** The dipole, about 5 debye, is an assumed input, of the order of magnitude expected for alkali adatoms at low coverage on a close-packed metal face. Such a face is not perfectly smooth. If the adatoms are confined to the sites above, each of area $s$, the integral (11) becomes the sum $s\sum_{\mathbf R}(1-e^{-u(R)/kT})$, with the term $\mathbf R=0$ equal to 1. For the triangular lattice with spacing 0.26 nm this changes the slope by less than 0.001%. The summand does change noticeably from one site to the next, but it is a smooth function of $R$, and its Fourier components at the reciprocal lattice vectors, which set the difference between sum and integral, are tiny. They oscillate in sign with the spacing, under an envelope that grows: the change is $+0.001\%$ at 0.25 nm, $-0.006\%$ at 0.30 nm and $+0.03\%$ at 0.40 nm. The kinetic result is less secure. At $r=\sigma$ the pair force changes the energy over half a site spacing by $0.05\,kT$, and by more at shorter distances, so hopping rates are affected and $D_c$ may depart from (23) by an amount not determined here.

Other departures from (1) change the slope as follows, each taken alone:

- A charge at the rough height $d=0.15$ nm, with the full expression (24), lowers it by 1.5%.
- Neighbouring dipoles weaken each other. For a polarisability volume $\alpha$, minimising $[(P-p)^2/\alpha+2P^2/r^3]/4\pi\varepsilon_0$ over the actual dipole $P$ gives $P=p/(1+2\alpha/r^3)$ and $u=A/(r^3+2\alpha)$. With a rough $\alpha=0.02$ nm$^3$ the slope falls by 0.8%.
- Electrons in a surface state, where one exists, can add an oscillating pair energy. For an assumed amplitude of 5 meV at 1 nm, decaying as $1/r^2$ with period 1.5 nm, the change is at most about 1.1% in either direction to first order in that energy. With the full exponential it lies between about −1.4% and +0.9%, depending on the phase of the oscillation.

For a mass of 100 u (unified atomic mass units) the thermal wavelength is 0.010 nm, and the distance over which inertia persists, $D_0\sqrt{m/kT}$, is 0.006 nm. Both are far below $a^{1/3}=1.04$ nm. The first supports the classical treatment. The second only reflects the assumed $D_0$, which on a smooth surface means a friction rate $kT/mD_0=25$ ps$^{-1}$. A rate of 0.5 ps$^{-1}$ would give 0.3 nm and one of 0.03 ps$^{-1}$ would give 5 nm; for such weak friction the overdamped equation (20) is not justified. The factor (3) does not depend on the law of motion. Steps and defects that bind adatoms are left out, and their effect is not estimated.

The dipole sets the limit of use. Since $a\propto p^2$, a dipole ten times smaller at the same temperature gives $a^{1/3}=0.22$ nm, less than the site spacing. About half of the integral (11) then comes from distances below about 0.3 nm, close to one site spacing. There short-range forces act and (1) is not reliable, so (3) can no longer be trusted.

## Values computed for the example and the checks

```
Gamma(1/3) = 2.67894; pi*Gamma(1/3) = 8.41613
temperature = 300 K, kT = 0.02585 eV
dipole = 0.10 e nm; e^2/(4 pi eps0) = 1.43996 eV nm
A = 0.02880 eV nm^3; a = A/kT = 1.1140 nm^3
a^(1/3) = 1.0366 nm; a^(2/3) = 1.0746 nm^2
slope by formula    = 9.04422 nm^2
slope by quadrature = 9.04422 nm^2
slope by pair force = 9.04422 nm^2
slope at 200 K = 11.851 nm^2
slope at 300 K = 9.044 nm^2
slope at 500 K = 6.434 nm^2
equivalent hard-disk diameter sigma = 1.697 nm
pair energy at sigma = 0.228 kT
B3/a^(4/3): real space 4.8388, Fourier 4.8388
coefficient of n^2 = 16.76 nm^4
n where n^2 term is 10% of linear term = 0.0540 nm^-2
n = 0.002 nm^-2: Theta linear 1.0181, with n^2 term 1.0182
n = 0.005 nm^-2: Theta linear 1.0452, with n^2 term 1.0456
n = 0.010 nm^-2: Theta linear 1.0904, with n^2 term 1.0921
n = 0.020 nm^-2: Theta linear 1.1809, with n^2 term 1.1876
example n = 0.010 nm^-2 = 1.0e+12 cm^-2
example coverage = 5.85e-04 adatoms per site
D0 = 1.00e-05 cm^2/s; D_c linear = 1.090e-05 cm^2/s
simulation: box 24 a^(1/3), 200000 copies
n a^(2/3) = 0.01: simulated Theta 1.0858 (tail part 0.0047), linear 1.0842, with n^2 1.0856
n a^(2/3) = 0.02: simulated Theta 1.1736 (tail part 0.0094), linear 1.1683, with n^2 1.1741
neglected effects, relative change of the slope:
  charge height 0.15 nm (charge 0.667 e): -1.54 %
  depolarisation, 0.02 nm^3: -0.80 %
  lattice sites, spacing 0.26 nm: 0.0004 %
  surface-state oscillation, 5 meV at 1 nm, period 1.5 nm: at most 1.12 %
  quantum spreading, mass 100 u: 0.00028 %
thermal wavelength = 0.01008 nm
inertial length = 0.00633 nm
barrier tilt by pair force at sigma = 0.052 kT
```
